# Length and velocity dipole matrix elements for exact states: verification in Python

```python
"""
Result under test: for exact bound eigenstates i, f of H = p^2/2m + V(r), V local,
    <f|p|i> = i m omega <f|r|i>,   omega = (E_f - E_i)/hbar.
Checked on hydrogen 1s -> 2p_z with a fixed nucleus (m = electron mass).
a0: Bohr radius; zeta: exponent of a trial 1s state in units of 1/a0;
lam: strength of a nonlocal term lam|0><0| added to a harmonic oscillator.
Momentum elements are purely imaginary here; their imaginary parts are used.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- symbolic: commutator for an arbitrary local potential ----------
x, y, z = sp.symbols("x y z", real=True)
hb, ms, a = sp.symbols("hbar m a", positive=True)


def hamilton(func, potential):
    lap = sum(sp.diff(func, q, 2) for q in (x, y, z))
    return -hb**2 / (2 * ms) * lap + potential * func


V_any = sp.Function("V")(x, y, z)
f_any = sp.Function("f")(x, y, z)
for q in (x, y, z):
    commutator = hamilton(q * f_any, V_any) - q * hamilton(f_any, V_any)
    p_on_f = -sp.I * hb * sp.diff(f_any, q)
    assert sp.simplify(sp.expand(commutator + sp.I * hb * p_on_f / ms)) == 0

# ---------- symbolic: the two hydrogen functions are eigenstates ----------
r_sym = sp.sqrt(x**2 + y**2 + z**2)
coulomb = -hb**2 / (ms * a * r_sym)
for n, state in ((1, sp.exp(-r_sym / a)), (2, z * sp.exp(-r_sym / (2 * a)))):
    local_energy = sp.simplify(hamilton(state, coulomb) / state)
    assert sp.simplify(local_energy + hb**2 / (2 * ms * a**2 * n**2)) == 0

# ---------- SI constants and energies ----------
hbar, m, e = const.hbar, const.m_e, const.e
k = e**2 / (4 * np.pi * const.epsilon_0)
a0 = hbar**2 / (m * k)
E1 = -hbar**2 / (2 * m * a0**2)
E2 = E1 / 4
gap = E2 - E1
omega = gap / hbar
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]
assert abs(gap / (0.75 * rydberg) - 1) < 1e-7

# ---------- quadrature over space for axially symmetric integrands ----------
t_nodes, t_weights = np.polynomial.legendre.leggauss(200)
c_nodes, c_weights = np.polynomial.legendre.leggauss(20)
step = 1e-4 * a0


def integrate(func, r_max=50 * a0):
    r = 0.5 * r_max * (t_nodes + 1)
    wr = 0.5 * r_max * t_weights * r**2
    rho = r[:, None] * np.sqrt(1 - c_nodes**2)[None, :]
    zz = r[:, None] * c_nodes[None, :]
    return 2 * np.pi * (wr @ func(rho, zz) @ c_weights)


def psi_s(rho, zz, zeta=1.0):
    return np.sqrt(zeta**3 / (np.pi * a0**3)) * np.exp(-zeta * np.hypot(rho, zz) / a0)


def psi_2p(rho, zz):
    return zz * np.exp(-np.hypot(rho, zz) / (2 * a0)) / np.sqrt(32 * np.pi * a0**5)


def dz_s(rho, zz, zeta=1.0):
    return (psi_s(rho, zz + step, zeta) - psi_s(rho, zz - step, zeta)) / (2 * step)


def length_element(zeta=1.0, r_max=50 * a0):
    return integrate(lambda u, w: psi_2p(u, w) * w * psi_s(u, w, zeta), r_max)


def momentum_element(zeta=1.0, r_max=50 * a0):
    return -hbar * integrate(lambda u, w: psi_2p(u, w) * dz_s(u, w, zeta), r_max)


assert abs(integrate(lambda u, w: psi_s(u, w)**2) - 1) < 1e-9
assert abs(integrate(lambda u, w: psi_2p(u, w)**2) - 1) < 1e-9

# ---------- main result on hydrogen ----------
z_el = length_element()
p_el = momentum_element()
p_from_length = m * omega * z_el
assert abs(p_el / p_from_length - 1) < 1e-6
assert abs(z_el / (128 * np.sqrt(2) / 243 * a0) - 1) < 1e-8
assert abs(p_el / (16 * np.sqrt(2) / 81 * hbar / a0) - 1) < 1e-6

# radial integrals with normalized radial functions, s = r/a0
s = 25 * (t_nodes + 1)
ws = 25 * t_weights
R10 = 2 * np.exp(-s)
R21 = s * np.exp(-s / 2) / (2 * np.sqrt(6))
radial_length = ws @ (R21 * R10 * s**3)
radial_velocity = ws @ (R21 * R10 * s**2)
assert abs(radial_length / np.sqrt(3) * a0 / z_el - 1) < 1e-8
assert abs(radial_velocity / np.sqrt(3) * hbar / a0 / p_el - 1) < 1e-6


# ---------- surface term when the integrals stop at radius R ----------
def surface_term(R):
    sin_t = np.sqrt(1 - c_nodes**2)

    def final(r):
        return psi_2p(r * sin_t, r * c_nodes)

    def z_initial(r):
        return r * c_nodes * psi_s(r * sin_t, r * c_nodes)

    d_final = (final(R + step) - final(R - step)) / (2 * step)
    d_zi = (z_initial(R + step) - z_initial(R - step)) / (2 * step)
    flux = final(R) * d_zi - z_initial(R) * d_final
    return -hbar / 2 * 2 * np.pi * R**2 * (c_weights @ flux)


for R in (2 * a0, 4 * a0, 8 * a0):
    mismatch = momentum_element(r_max=R) - m * omega * length_element(r_max=R)
    assert abs(mismatch - surface_term(R)) < 1e-6 * p_el
assert abs(surface_term(4 * a0)) > 1e-3 * p_el
assert abs(surface_term(20 * a0)) < 1e-6 * p_el
assert abs(surface_term(1e-3 * a0)) < 1e-6 * p_el


# ---------- inexact initial state ----------
def trial_energy(zeta):
    kinetic = hbar**2 / (2 * m) * 3 * integrate(lambda u, w: dz_s(u, w, zeta)**2)
    attraction = -k * integrate(lambda u, w: psi_s(u, w, zeta)**2 / np.hypot(u, w))
    return kinetic + attraction


def form_ratio(zeta):
    w_trial = (E2 - trial_energy(zeta)) / hbar
    return momentum_element(zeta) / (m * w_trial * length_element(zeta))


zeta = 1.1
hartree = hbar**2 / (m * a0**2)
E_trial = trial_energy(zeta)
assert abs(E_trial / ((zeta**2 / 2 - zeta) * hartree) - 1) < 1e-6
z_trial, p_trial = length_element(zeta), momentum_element(zeta)
p_trial_from_length = m * (E2 - E_trial) / hbar * z_trial
ratio_trial = form_ratio(zeta)
ratio_formula = (zeta * (zeta + 0.5) / 4) / (zeta - zeta**2 / 2 - 0.125)
assert abs(ratio_trial / ratio_formula - 1) < 1e-5


def residual(rho, zz):
    # (H - E_trial) on the trial state, Laplacian of an s function done by hand
    r = np.hypot(rho, zz)
    local = hartree * (-zeta**2 / 2 + (zeta - 1) * a0 / r)
    return (local - E_trial) * psi_s(rho, zz, zeta)


res_el = integrate(lambda u, w: psi_2p(u, w) * w * residual(u, w))
assert abs(p_trial - p_trial_from_length + m / hbar * res_el) < 1e-5 * p_trial
slope = (form_ratio(1.01) - form_ratio(0.99)) / 0.02
# central difference leaves an error of order 0.01**2 times a few units
assert abs(slope - 5 / 3) < 1e-3

# ---------- nonlocal potential: oscillator, units hbar = m = omega0 = 1 ----------
h = 0.2
grid = h * np.arange(-50, 51)
diff = np.subtract.outer(np.arange(101), np.arange(101))
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff)
T = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / h**2
D = np.where(diff == 0, 0.0, sign / safe) / h
ground = np.sqrt(h) * np.pi**-0.25 * np.exp(-grid**2 / 2)


def oscillator(lam):
    W = lam * np.outer(ground, ground)
    energies, states = np.linalg.eigh(T + np.diag(grid**2 / 2) + W)
    i, f = states[:, 0], states[:, 1]
    x_el = f @ (grid * i)
    p_imag = -(f @ D @ i)
    w_x = f @ (W @ (grid * i) - grid * (W @ i))
    return energies[1] - energies[0], x_el, p_imag, w_x


gap0, x0, p0, _ = oscillator(0.0)
assert abs(p0 / (gap0 * x0) - 1) < 1e-8
lam = 0.2
gap_nl, x_nl, p_nl, comm_nl = oscillator(lam)
ratio_nl = p_nl / (gap_nl * x_nl)
assert abs(gap_nl - (1 - lam)) < 1e-8
assert abs(ratio_nl - 1 / (1 - lam)) < 1e-8
assert abs(p_nl - (gap_nl * x_nl - comm_nl)) < 1e-8

# ---------- output ----------
print("HYDROGEN 1s -> 2p_z, fixed nucleus")
print(f"hbar = {hbar:.6e} J s")
print(f"electron mass m = {m:.6e} kg")
print(f"Bohr radius a0 = {a0:.6e} m")
print(f"E(1s) = {E1:.6e} J")
print(f"E(2p) = {E2:.6e} J")
print(f"energy gap = {gap:.6e} J")
print(f"energy gap converted = {gap / e:.4f} eV")
print(f"omega = {omega:.6e} rad/s")
print(f"radial integral R21 R10 r^3 = {radial_length:.6f} a0")
print(f"radial integral R21 R10 r^2 = {radial_velocity:.6f} (no unit)")
print(f"angular factor 1/sqrt(3) = {1 / np.sqrt(3):.6f}")
print(f"<2pz|z|1s> = {z_el:.6e} m")
print(f"<2pz|z|1s> converted = {z_el / a0:.6f} a0")
print(f"Im<2pz|pz|1s>, direct = {p_el:.6e} kg m/s")
print(f"m omega <2pz|z|1s> = {p_from_length:.6e} kg m/s")
print(f"direct value converted = {p_el * a0 / hbar:.6f} hbar/a0")
print(f"relative difference = {abs(p_el / p_from_length - 1):.1e}")
print(f"Im velocity element = {p_el / m:.5e} m/s")
print("SURFACE TERM / full momentum element")
for R in (4, 8, 20):
    print(f"R = {R} a0: {surface_term(R * a0) / p_el:.3e}")
print("TRIAL 1s STATE")
print(f"zeta = {zeta:.1f}")
print(f"mean energy = {E_trial:.5e} J")
print(f"relative energy error = {abs(E_trial / E1 - 1):.4f}")
print(f"length element = {z_trial:.5e} m")
print(f"Im momentum element, direct = {p_trial:.5e} kg m/s")
print(f"momentum from length = {p_trial_from_length:.5e} kg m/s")
print(f"ratio direct / from length = {ratio_trial:.4f}")
print(f"slope of ratio at zeta = 1: {slope:.3f}")
print("OSCILLATOR WITH NONLOCAL TERM")
print(f"lambda = {lam:.1f} hbar omega0")
print(f"gap = {gap_nl:.4f} hbar omega0")
print(f"ratio direct / from length, lambda = 0: {p0 / (gap0 * x0):.4f}")
print(f"ratio direct / from length, with lambda: {ratio_nl:.4f}")
corrected = p_nl / (gap_nl * x_nl - comm_nl)
print(f"ratio after commutator correction: {corrected:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
HYDROGEN 1s -> 2p_z, fixed nucleus
hbar = 1.054572e-34 J s
electron mass m = 9.109384e-31 kg
Bohr radius a0 = 5.291772e-11 m
E(1s) = -2.179872e-18 J
E(2p) = -5.449681e-19 J
energy gap = 1.634904e-18 J
energy gap converted = 10.2043 eV
omega = 1.550302e+16 rad/s
radial integral R21 R10 r^3 = 1.290266 a0
radial integral R21 R10 r^2 = 0.483850 (no unit)
angular factor 1/sqrt(3) = 0.577350
<2pz|z|1s> = 3.942029e-11 m
<2pz|z|1s> converted = 0.744936 a0
Im<2pz|pz|1s>, direct = 5.567048e-25 kg m/s
m omega <2pz|z|1s> = 5.567048e-25 kg m/s
direct value converted = 0.279351 hbar/a0
relative difference = 7.5e-10
Im velocity element = 6.11133e+05 m/s
SURFACE TERM / full momentum element
R = 4 a0: 1.339e-01
R = 8 a0: 5.309e-03
R = 20 a0: 3.158e-09
TRIAL 1s STATE
zeta = 1.1
mean energy = -2.15807e-18 J
relative energy error = 0.0100
length element = 3.29356e-11 m
Im momentum element, direct = 5.45748e-25 kg m/s
momentum from length = 4.58924e-25 kg m/s
ratio direct / from length = 1.1892
slope of ratio at zeta = 1: 1.667
OSCILLATOR WITH NONLOCAL TERM
lambda = 0.2 hbar omega0
gap = 0.8000 hbar omega0
ratio direct / from length, lambda = 0: 1.0000
ratio direct / from length, with lambda: 1.2500
ratio after commutator correction: 1.0000
ALL CHECKS PASSED
```
